# Adler–Wiser Polarizability with Ultrasoft Pseudopotentials and Its Long-Wavelength Limit

## What fails without augmentation

At fixed particle number a constant potential leaves the density unchanged. In an insulator the gap makes the head of the static response continuous at \(q=0\), so this head must vanish as the wavevector \(q\) goes to zero, as part (b) below proves. A metal lacks this continuity. Suppose the response is computed from ultrasoft pseudo-states using plain matrix elements of \(e^{-i\mathbf q\cdot\mathbf r}\). Pseudo valence and conduction states are orthogonal with respect to an overlap operator \(S\), and in general not in the ordinary sense. Their plain matrix element then survives at \(q=0\), and the Coulomb factor \(4\pi/q^2\) turns this remnant into a divergence. In the model crystal treated below, the head of the dielectric matrix at \(q=0.01\) bohr\(^{-1}\) comes out as 137 instead of 1.679.

Augmentation removes the remnant. Its monopole restores the power law, and its dipole is in general also needed for the correct coefficient.

## Setting

Hartree atomic units are used. The crystal has \(N_k\) cells of volume \(\Omega\), fixed atoms and spin-degenerate bands. True states are \(|\psi\rangle=T|\tilde\psi\rangle\), with
\[
T=1+\sum_i(|\phi_i\rangle-|\tilde\phi_i\rangle)\langle\beta_i| .
\]
The true and smooth partial waves \(\phi_i,\tilde\phi_i\) agree outside the augmentation spheres, which do not overlap. The projectors \(\beta_i\) live inside the spheres. The index \(i\) includes the atomic site, and pairs \(ij\) below share a site. Define
\[
Q_{ij}(\mathbf r)=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j,\quad
Q_{ij}(\mathbf p)=\int Q_{ij}(\mathbf r)e^{-i\mathbf p\cdot\mathbf r}d\mathbf r,\quad q_{ij}=Q_{ij}(\mathbf p=0).
\]

**Lemma 1 (local operators).** Let the smooth partial waves be complete in the spheres: \(\tilde\psi=\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi\rangle\) there. Then a multiplicative operator \(B(\mathbf r)\) has the pseudo form
\[
\tilde B=T^\dagger BT=B+\sum_{ij}|\beta_i\rangle\Big(\int B\,Q_{ij}\,d\mathbf r\Big)\langle\beta_j| .\tag{1}
\]

*Proof.* Outside the spheres \(\psi=\tilde\psi\). Inside, completeness cancels \(\tilde\psi\) against the smooth sum in \(T\tilde\psi\), leaving \(\psi=\sum_i\phi_i\langle\beta_i|\tilde\psi\rangle\). Hence \(\langle\psi|B|\psi'\rangle\) is the plain integral \(\langle\tilde\psi|B|\tilde\psi'\rangle\), minus its part inside the spheres, plus the true part there. Both inner parts are quadratic in the projections, and their difference is the integral of \(BQ_{ij}\). \(\square\)

Setting \(B=1\) gives the overlap operator, and setting \(B=e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\) gives the augmented matrix element:
\[
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|,
\]
\[
M_{nm}(\mathbf G)=\langle\tilde\psi_{n\mathbf k}|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|\tilde\psi_{m,\mathbf k+\mathbf q}\rangle+\sum_{ij}\langle\tilde\psi_{n\mathbf k}|\beta_i\rangle Q_{ij}(\mathbf q+\mathbf G)\langle\beta_j|\tilde\psi_{m,\mathbf k+\mathbf q}\rangle .\tag{2}
\]

With incomplete partial waves, (1) is adopted as the definition of the coupling to a local potential and of the density. The results below then hold for the ultrasoft model itself, while equality with the all-electron response is no longer guaranteed.

**Assumptions.**

1. \(\tilde H|\tilde\psi_n\rangle=\varepsilon_nS|\tilde\psi_n\rangle\), with \(\tilde H\) Hermitian, \(S\) positive definite and \(\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}\) over the whole crystal.
2. Valence bands \(v\) are full, conduction bands \(c\) are empty, and a gap separates them.
3. Time reversal holds, with real partial waves and projectors.
4. The basis for the periodic parts is finite and fixed near each \(\mathbf k\), and the Bloch operators are smooth in \(\mathbf k\). The average \(N_k^{-1}\sum_{\mathbf k}\) stands for the Brillouin-zone average.

## Theorem

**(a)** The independent-particle response to the total local potential, \(\delta n_{\mathbf q+\mathbf G}=\sum_{\mathbf G'}\chi_{\mathbf G\mathbf G'}V_{\mathbf q+\mathbf G'}\), is
\[
\chi_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac{2}{\Omega N_k}\sum_{\mathbf k nm}\frac{(f_n-f_m)\,M_{nm}(\mathbf G)M_{nm}(\mathbf G')^*}{\omega+i\eta+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}} .\tag{3}
\]

**(b)** For \(\mathbf q=q\hat{\mathbf e}\), the static head is \(\chi_{00}=-Bq^2+o(q^2)\), with \(B\ge0\) given by (9).

**(c)** If the augmentation term in (2) is dropped, the static head tends to
\[
C=-\frac{4}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\langle\tilde u_{v\mathbf k}|\tilde u_{c\mathbf k}\rangle|^2}{\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k}},\tag{4}
\]
where \(\tilde u\) is the periodic part of \(\tilde\psi\). The bare head is \(O(q^2)\) if and only if all these valence–conduction overlaps vanish.

Augmentation is therefore necessary for the \(q^2\) law when some overlap is nonzero. A norm-conserving potential has \(q_{ij}=0\) and \(S=1\), so its overlaps vanish and its bare head obeys the power law.

## Proof of (a)

The true equation is \(i\partial_t\psi=(H+V)\psi\). Insert \(\psi=T\tilde\psi\) and multiply by \(T^\dagger\). Because the atoms are fixed, \(T\) does not depend on time, so
\[
iS\,\partial_t\tilde\psi=(\tilde H+\tilde V)\tilde\psi .
\]

Let \(V=We^{-izt}+W^\dagger e^{iz^*t}\) with \(z=\omega+i\eta\), \(\eta>0\), which switches the potential on slowly. The pseudo-states form a basis because \(S\) is positive definite. Write
\[
\tilde\psi_n(t)=e^{-i\varepsilon_nt}\Big[\tilde\psi_n+\sum_ma_{mn}(t)\tilde\psi_m\Big].
\]
Keep first-order terms and project on \(\tilde\psi_m\). Orthonormality in \(S\) gives
\[
i\dot a_{mn}=(\varepsilon_m-\varepsilon_n)a_{mn}+\langle\tilde\psi_m|\tilde V|\tilde\psi_n\rangle .
\]
With \(W_{mn}=\langle\tilde\psi_m|\tilde W|\tilde\psi_n\rangle\) and \((W^\dagger)_{mn}=W_{nm}^*\), the solution is
\[
a_{mn}=\frac{W_{mn}e^{-izt}}{z+\varepsilon_n-\varepsilon_m}+\frac{W_{nm}^*e^{iz^*t}}{-z^*+\varepsilon_n-\varepsilon_m}.\tag{5}
\]

Let \(O\) be the pseudo form of \(e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\). The density component is \((2/\Omega N_k)\sum_nf_n\langle\tilde\psi_n|O|\tilde\psi_n\rangle\), where 2 counts spin. Its first-order change is
\[
\delta n_{\mathbf q+\mathbf G}=\frac{2}{\Omega N_k}\sum_{nm}f_n\left(O_{nm}a_{mn}+a_{mn}^*O_{mn}\right).
\]
Collect the factor \(e^{-izt}\). The first product uses the first term of (5). The second uses the conjugate of the second term and gives \(f_nO_{mn}W_{nm}/(-z+\varepsilon_n-\varepsilon_m)\). Exchanging the names \(n\) and \(m\) turns this into \(-f_mO_{nm}W_{mn}/(z+\varepsilon_n-\varepsilon_m)\). The amplitude is therefore
\[
\frac{2}{\Omega N_k}\sum_{nm}\frac{(f_n-f_m)\,O_{nm}W_{mn}}{z+\varepsilon_n-\varepsilon_m}.
\]

Translation symmetry makes \(O_{nm}\) vanish unless \(m\) has wavevector \(\mathbf k+\mathbf q\) when \(n\) has \(\mathbf k\), up to a reciprocal vector. Then \(O_{nm}=M_{nm}(\mathbf G)\). For \(W=\sum_{\mathbf G'}V_{\mathbf q+\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}\), each exponential is the adjoint of the one in (2), and (1) preserves adjoints. Hence \(W_{mn}=\sum_{\mathbf G'}V_{\mathbf q+\mathbf G'}M_{nm}(\mathbf G')^*\), which gives (3). \(\square\)

One factor \(M\) comes from the density and the other from the potential, so augmentation enters both.

## Proof of (b)

**Reduction to one ordering.** At \(\omega=0\), (3) contains pairs \((n,m)=(v,c)\) and \((c,v)\). For real partial waves \(Q_{ij}=Q_{ji}\), so \(O\) is a symmetric operator. Moving complex conjugates across it gives
\[
\langle\tilde\psi_{c\mathbf k}|O|\tilde\psi_{v,\mathbf k+\mathbf q}\rangle=\langle\tilde\psi_{v,\mathbf k+\mathbf q}^*|O|\tilde\psi_{c\mathbf k}^*\rangle .
\]
The conjugate states have wavevectors \(\mathbf p=-\mathbf k-\mathbf q\) and \(-\mathbf k=\mathbf p+\mathbf q\), with unchanged energies. The second ordering is thus the first with \(\mathbf k\) replaced by \(\mathbf p\), and both have equal zone averages:
\[
\chi_{00}(\mathbf q,0)=-\frac{4}{\Omega N_k}\sum_{\mathbf kvc}\frac{|M_{vc}(0)|^2}{\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}} .\tag{6}
\]

**Periodic parts.** Put \(\mathbf k'=\mathbf k+\mathbf q\), \(\beta_i^{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\beta_i\), \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}\tilde He^{i\mathbf k\cdot\mathbf r}\), and \(S(\mathbf k)\) likewise. The phases in the plain term of (2) cancel, so
\[
M_{vc}(0)=\langle\tilde u_{v\mathbf k}|A(\mathbf k,\mathbf k')|\tilde u_{c\mathbf k'}\rangle,\qquad
A(\mathbf k,\mathbf k')=1+\sum_{ij}|\beta_i^{\mathbf k}\rangle Q_{ij}(\mathbf k'-\mathbf k)\langle\beta_j^{\mathbf k'}| .
\]
Since \(Q_{ij}(0)=q_{ij}\), we have \(A(\mathbf k,\mathbf k)=S(\mathbf k)\). This step uses that the charge in the matrix element and the overlap in the eigenproblem share the same \(q_{ij}\).

**Lemma 2.** With \(\Delta H=H(\mathbf k')-H(\mathbf k)\) and \(\Delta S=S(\mathbf k')-S(\mathbf k)\),
\[
\langle\tilde u_{v\mathbf k}|S(\mathbf k)|\tilde u_{c\mathbf k'}\rangle=\frac{\langle\tilde u_{v\mathbf k}|\Delta H-\varepsilon_{c\mathbf k'}\Delta S|\tilde u_{c\mathbf k'}\rangle}{\varepsilon_{c\mathbf k'}-\varepsilon_{v\mathbf k}} .\tag{7}
\]

*Proof.* Let \(H(\mathbf k')\) act to the right and \(H(\mathbf k)\) to the left:
\[
\langle\tilde u_{v\mathbf k}|\Delta H|\tilde u_{c\mathbf k'}\rangle=\varepsilon_{c\mathbf k'}\langle\tilde u_{v\mathbf k}|S(\mathbf k')|\tilde u_{c\mathbf k'}\rangle-\varepsilon_{v\mathbf k}\langle\tilde u_{v\mathbf k}|S(\mathbf k)|\tilde u_{c\mathbf k'}\rangle .
\]
Insert \(S(\mathbf k')=S(\mathbf k)+\Delta S\), move the \(\Delta S\) term to the left and divide by the energy difference, which the gap keeps away from zero for small \(q\). \(\square\)

Now split \(A=S(\mathbf k)+[A-S(\mathbf k)]\) in \(M_{vc}\). By (7) the first part is of order \(q\), and so is the second because \(A(\mathbf k,\mathbf k)=S(\mathbf k)\). Let \(\partial\) denote the derivative along \(\hat{\mathbf e}\). Then \(M_{vc}(0)/q\) tends, in modulus, to
\[
m_{vc}=\frac{\langle\tilde u_v|\partial H-\varepsilon_c\,\partial S|\tilde u_c\rangle}{\varepsilon_c-\varepsilon_v}+\langle\tilde u_v|A'|\tilde u_c\rangle,\tag{8}
\]
with all quantities at \(\mathbf k\) and \(A'\) the derivative of \(A\) with respect to \(\mathbf k'\) at \(\mathbf k'=\mathbf k\).

Two factors of \(A\) depend on \(\mathbf k'\). The bra \(\langle\beta_j^{\mathbf k'}|\) gains \(i\mathbf r\cdot\hat{\mathbf e}\), and \(Q_{ij}\) contributes \(-i\int\mathbf r\cdot\hat{\mathbf e}\,Q_{ij}\,d\mathbf r\). Measure both positions from the atomic site \(\mathbf R\). The terms \(\pm i\mathbf R\cdot\hat{\mathbf e}\,q_{ij}\) cancel, leaving
\[
A'=i\sum_{ij}|\beta_i^{\mathbf k}\rangle\Big[q_{ij}\langle\beta_j^{\mathbf k}|(\mathbf r-\mathbf R)\cdot\hat{\mathbf e}-\mathbf d_{ij}\cdot\hat{\mathbf e}\,\langle\beta_j^{\mathbf k}|\Big],\quad
\mathbf d_{ij}=\int(\mathbf r-\mathbf R)Q_{ij}\,d\mathbf r .
\]

Conduction states may be degenerate at \(\mathbf k\). Within a degenerate level (8) is linear in \(|\tilde u_c\rangle\) with common \(\varepsilon_c\), so the sum of \(|m_{vc}|^2\) over the level does not depend on the basis chosen in it. The limit of (6) is therefore well defined:
\[
\chi_{00}=-Bq^2+o(q^2),\qquad B=\frac{4}{\Omega N_k}\sum_{\mathbf kvc}\frac{|m_{vc}|^2}{\varepsilon_c-\varepsilon_v} .\tag{9}
\]
\(\square\)

**Remark (uniform potential).** The pseudo form of a constant potential \(V_0\) is \(V_0S\). It shifts every eigenvalue by \(V_0\) and leaves the states unchanged. Without augmentation the perturbation is \(V_0\) times the identity, which can mix valence and conduction pseudo-states and so change the density, although a constant potential should leave it unchanged.

**Remark (metals).** The proof needs the gap. With a partly filled band, (3) also contains pairs within one band. Their augmented element tends to \(\langle\tilde u_n|S|\tilde u_n\rangle=1\), and at \(\omega=0\) the occupation quotient tends to \(\partial f/\partial\varepsilon\) for smooth occupations. The static head then does not vanish.

## Proof of (c)

The plain exponential is also symmetric, so (6) holds with \(M_{vc}\) replaced by \(\langle\tilde u_{v\mathbf k}|\tilde u_{c\mathbf k'}\rangle\). Its limit is (4). Orthogonality in \(S\) identifies the remnant:
\[
\langle\tilde u_v|\tilde u_c\rangle=\langle\tilde u_v|S|\tilde u_c\rangle-\langle\tilde u_v|S-1|\tilde u_c\rangle=-\langle\tilde u_v|S-1|\tilde u_c\rangle .
\]

All terms in (4) have the same sign. A nonzero overlap at one \(\mathbf k\) persists in a neighbourhood by continuity, so it makes \(C<0\) and excludes the \(q^2\) law.

Conversely, let all overlaps vanish at every \(\mathbf k\). Let \(P(\mathbf k)\) be the ordinary orthogonal projector on the valence pseudo-states; the gap makes it smooth. The conduction states at \(\mathbf k'\) are orthogonal to the range of \(P(\mathbf k')\), hence
\[
\langle\tilde u_{v\mathbf k}|\tilde u_{c\mathbf k'}\rangle=\langle[P(\mathbf k)-P(\mathbf k')]\tilde u_{v\mathbf k}|\tilde u_{c\mathbf k'}\rangle=O(q),
\]
and the bare head is \(O(q^2)\). \(\square\)

## Corollary: which multipoles matter

Replace \(Q_{ij}(\mathbf r)\) in (2) by another charge, leaving \(\tilde H\) and \(S\) unchanged.

- If the monopoles \(q_{ij}\) are kept, then \(A(\mathbf k,\mathbf k)=S(\mathbf k)\) and the head is still \(O(q^2)\).
- If the dipoles \(\mathbf d_{ij}\) are kept as well, \(A'\) is unchanged and so is \(B\).
- If the dipoles are dropped, \(m_{vc}\) changes by \(+i\sum_{ij}\langle\tilde u_v|\beta_i^{\mathbf k}\rangle\,\mathbf d_{ij}\cdot\hat{\mathbf e}\,\langle\beta_j^{\mathbf k}|\tilde u_c\rangle\), and \(B\) is in general wrong.

The last case includes a norm-conserving potential used with bare matrix elements: its monopoles are zero, but its dipoles need not be.

## A one-dimensional crystal

The model has period \(a=6\) bohr, which replaces \(\Omega\), and a potential \(-e^{-x^2}\) Ha in each cell (\(x\) in bohr). The grid spacing is 0.25 bohr, and the kinetic energy is a second difference. One band is filled, and the gap on the 16-point \(k\) mesh is 0.514 Ha. The smooth partial waves are the polynomials of degree 0 to 6 in \(x\), orthonormalized in that order on the seven grid points with \(|x|\le0.75\) bohr, and they also serve as projectors. They span the seven augmentation points, so Lemma 1 applies without truncation. The two lowest true waves are the smooth ones multiplied by \(1+0.6(1-\xi^2)^2\), \(\xi=x/0.75\) bohr; the others are unchanged. This gives \(q_{00}=0.674\), \(q_{11}=0.199\) and \(|d_{01}|=0.0997\) bohr.

Formula (3) was tested against all-electron responses obtained without it. At \(q=0.1309\) bohr\(^{-1}\), the smallest wavevector of a ring of 8 cells, a weak static cosine potential on that ring and the ultrasoft sum over its 8 \(k\) points both give a head of \(-0.01458\) (Ha bohr)\(^{-1}\). Propagation in time after a weak kick gives \(-0.00845\) (Ha bohr)\(^{-1}\) at imaginary frequency 0.5 Ha, again equal to the sum.

For the lowest two bands at \(k=0.2618\) bohr\(^{-1}\) and \(q=0\), the plain and augmentation parts of the matrix element each have modulus 0.0601, and they cancel to rounding error.

For dielectric numbers, place parallel chains one per \(\mathcal A=16\) bohr\(^2\) of cross-section and take \(q\) along them. The three-dimensional response is \(\chi_{00}/\mathcal A\), and the head of the random-phase dielectric matrix, without local-field corrections, is \(\epsilon=1-4\pi\chi_{00}/(\mathcal Aq^2)\).

| \(q\) (bohr\(^{-1}\)) | \(\epsilon\), augmented | \(\epsilon\), bare |
|---|---|---|
| 0.08 | 1.675 | 3.65 |
| 0.04 | 1.678 | 10.0 |
| 0.02 | 1.679 | 35.4 |
| 0.01 | 1.679 | 137 |

Equation (9) gives \(B=0.8651\) bohr/Ha, equal to the all-electron value, so
\[
\epsilon\to1+\frac{4\pi(0.8651)}{16}=1+0.679=1.679 .
\]
The bare head tends to \(C=-0.01725\) (Ha bohr)\(^{-1}\). At \(q=0.01\) bohr\(^{-1}\) this constant alone contributes
\[
\frac{4\pi(0.01725)}{16\,(0.01)^2}\approx135.5
\]
to \(\epsilon\). Most of the computed 137 is thus the \(1/q^2\) divergence.

The constant must be sought at small enough \(q\). At \(q=0.08\) bohr\(^{-1}\) the bare head is \(-0.02159\) (Ha bohr)\(^{-1}\), of which \(-0.02159+0.01725=-0.00434\) (Ha bohr)\(^{-1}\) is not the constant. Between 0.02 and 0.01 bohr\(^{-1}\) this remainder scales with power 1.9996, in agreement with a \(q^2\) correction.

The corollary is visible in the coefficients:

- Monopole augmentation alone, with a charge shape symmetric about the site, gives \(B=0.8250\) bohr/Ha, 4.6% below the all-electron value.
- A smoothed charge with the right monopole and dipole, built from the shapes \((1-\xi^2)^2\) and \(x(1-\xi^2)^2\), recovers 0.8651 bohr/Ha. At the third reciprocal vector and \(q=0.1309\) bohr\(^{-1}\), however, it gives \(\chi_{GG}=-0.1493\) instead of \(-0.1556\) (Ha bohr)\(^{-1}\), 4.1% too small in magnitude.
- A norm-conserving construction for the same crystal, in which the true waves are an orthogonal rotation (by 0.6 rad in the plane spanned by \(e_1\propto(1-\xi^2)^2\) and \(e_2\), the normalized part of \((1-\xi^2)^4\) orthogonal to \(e_1\), turning \(e_1\) toward \(-e_2\)) of the smooth ones so that all \(q_{ij}=0\), used with bare matrix elements, obeys the \(q^2\) law but gives \(B=0.7948\) bohr/Ha, 8.1% below the all-electron value. Its augmentation restores 0.8651 bohr/Ha.

These percentages belong to this model. In the norm-conserving case both the size and the sign of the error depend on the plane and the sense of the rotation. All values refer to the 0.25 bohr grid, which is part of the model's definition; they are not continuum limits. The numerical check printed below gives the underlying values.

## Calculated quantities

```
period = 6.00 bohr, grid spacing = 0.25 bohr
well depth = 1 Ha, well exp(-x^2) with x in bohr
filled bands = 1, k points = 16
augmentation half-width = 0.75 bohr, points = 7
partial-wave enhancement = 0.60 (dimensionless)
q_00 = 0.67359, q_11 = 0.19940 (dimensionless)
|d_01| = 0.09970 bohr
band gap on k mesh = 0.51380 Ha
ring: 8 cells, q = 0.13090 bohr^-1
static chi in 1/(Ha bohr), real parts:
 G index 0: ultrasoft -0.0145813, finite field -0.0145813
 G index 1: ultrasoft -0.0631133, finite field -0.0631133
imaginary frequency = 0.50 Ha
 head: ultrasoft -0.0084507, propagation -0.0084507 1/(Ha bohr)
band pair 1,2 at k = 0.26180 bohr^-1, q = 0:
 |plane-wave part| = 0.060109
 |augmentation part| = 0.060109
 |sum| = 5.1e-16
chain cross-section = 16.0 bohr^2
q (bohr^-1); chi aug, bare (1/(Ha bohr)); eps aug, bare
 0.08; -5.5027e-03, -2.1589e-02; 1.67528, 3.649
 0.04; -1.3821e-03, -1.8339e-02; 1.67842, 10.002
 0.02; -3.4592e-04, -1.7522e-02; 1.67922, 35.404
 0.01; -8.6506e-05, -1.7317e-02; 1.67941, 137.009
power of q between 0.02 and 0.01 bohr^-1:
 augmented 1.99958, bare 0.01695, bare minus its limit 1.99957
bare power between 0.0002 and 0.0001 bohr^-1 = 0.000002
bare head limit from S-1 = -1.724902e-02 1/(Ha bohr)
bare head at q = 0.0001 bohr^-1: -1.724903e-02 1/(Ha bohr)
coefficient B in bohr/Ha:
 ultrasoft perturbation formula = 0.865140
 all-electron velocity formula = 0.865140
 ultrasoft chi at q = 0.001 bohr^-1: 0.865139
 monopole augmentation only = 0.824964
 monopole and dipole = 0.865139
 norm-conserving, bare = 0.794777
 norm-conserving, augmented = 0.865139
power of q: monopole only 1.99957, norm-conserving bare 1.99957
chi_GG at G index 3, q = 0.13090 bohr^-1, 1/(Ha bohr):
 exact Q -0.1556333, monopole+dipole Q -0.1493017
dielectric head at q -> 0 = 1.67948
```
